# Why the Width of a Periodic Gaussian Step Does Not Self-Average

**Result.** Let $x(y)$ be the displacement of a step running along $y$, closed on itself with period $L$. Its energy is

$$E=\frac{\beta}{2}\int_0^L\left(\frac{dx}{dy}\right)^2dy ,$$

with a constant stiffness $\beta$ (energy per length), and it is in equilibrium at temperature $T$. Let $\bar x$ be the spatial mean of the configuration at hand, and $w^2=\frac1L\int_0^L(x-\bar x)^2dy$ its squared width. Then

$$\langle w^2\rangle=\frac{kTL}{12\beta},\qquad R\equiv\frac{\langle w^4\rangle-\langle w^2\rangle^2}{\langle w^2\rangle^2}=\frac25\quad\text{for every }L .$$

A quantity self-averages if its relative variance vanishes as the system grows. Here it does not: the $w^2$ of one snapshot of a long step estimates $\langle w^2\rangle$ with the same relative uncertainty as that of a short step. The result belongs to this continuum model. A lattice, neighbouring steps and open ends each change it, as worked out below.

## 1. Simple case: one wave

Write $x-\bar x=\sum_{n\neq0}x_n e^{iq_ny}$ with $q_n=2\pi n/L$. Removing the mean removes $n=0$. Since $x$ is real, $x_{-n}=x_n^*$, and orthogonality of the waves gives

$$w^2=\sum_{n\ne0}|x_n|^2=2\sum_{n\ge1}I_n,\qquad I_n=|x_n|^2,$$

$$E=\frac{\beta L}{2}\sum_{n\neq0}q_n^2|x_n|^2=\beta L\sum_{n\ge1}q_n^2I_n .$$

Keep a single $n$. The amplitude $x_n=a+ib$ has two independent real parts with weight $\exp[-\beta Lq_n^2(a^2+b^2)/kT]$. In polar coordinates $da\,db=\frac12\,dI_n\,d\varphi$, so $I_n$ is exponentially distributed, with mean

$$\mu_n=\frac{kT}{\beta Lq_n^2}=\frac{kTL}{4\pi^2\beta n^2}$$

and variance $\mu_n^2$. A step with one wave has $R=1$, whatever $L$ is: the length sets the scale of the fluctuation but not its relative size.

## 2. All waves

The energy is a sum over $n$, so the $I_n$ are independent and their variances add:

$$\langle w^2\rangle=2\sum_{n\ge1}\mu_n=\frac{kTL}{2\pi^2\beta}\,\zeta(2),\qquad \mathrm{Var}(w^2)=4\sum_{n\ge1}\mu_n^2=\left(\frac{kTL}{2\pi^2\beta}\right)^2\zeta(4),$$

where $\zeta(p)=\sum_{n\ge1} n^{-p}$. Both values follow from Euler's product

$$\frac{\sinh z}{z}=\prod_{n\ge1}\left(1+\frac{z^2}{\pi^2n^2}\right).$$

The logarithm of the right side is $z^2\zeta(2)/\pi^2-z^4\zeta(4)/(2\pi^4)+\dots$. That of the left side is

$$\ln\left(1+\frac{z^2}{6}+\frac{z^4}{120}+\dots\right)=\frac{z^2}{6}+\left(\frac1{120}-\frac1{72}\right)z^4+\dots=\frac{z^2}{6}-\frac{z^4}{180}+\dots$$

Hence $\zeta(2)=\pi^2/6$, $\zeta(4)=\pi^4/90$, and

$$\langle w^2\rangle=\frac{kTL}{12\beta},\qquad R=\frac{\zeta(4)}{\zeta(2)^2}=\frac{36}{90}=\frac25 .$$

**Why more length does not help.** A longer step has more waves, but their weights fall as $1/n^2$, so the longest wave keeps a fixed share: $1/\zeta(2)=61\%$ of the mean and $1/\zeta(4)=92\%$ of the variance. The number of waves that matter stays of order one.

The energy behaves differently. On a lattice of $N$ sites it is a sum of $N-1$ independent quadratic terms, each with mean $kT/2$ and variance $(kT)^2/2$. Its relative variance is therefore $2/(N-1)$, and it self-averages. In 20000 random closed steps at each size, $R$ was 0.402 for $N=64$ and 0.393 for $N=256$, while the relative variance of the energy fell from 0.0324 to 0.0078.

## 3. The whole distribution

Let $r=w^2/\langle w^2\rangle$. Dividing $2I_n$ by the mean gives $r=\sum_n e_n/\lambda_n$, with $\lambda_n=\pi^2n^2/6$ and independent exponential variables $e_n$ of unit mean. Since $\langle e^{-se_n/\lambda_n}\rangle=1/(1+s/\lambda_n)$, Euler's product gives

$$\langle e^{-sr}\rangle=\prod_{n\ge1}\frac{1}{1+6s/(\pi^2n^2)}=\frac{z}{\sinh z},\qquad z^2=6s .$$

No length appears, so the shape of the distribution is the same at every $L$, not just its variance.

To invert the transform, look at the poles $s=-\lambda_n$, where $z=i\pi n$. Nearby, $\sinh z\approx(-1)^n(z-i\pi n)$ and $6(s+\lambda_n)=z^2+\pi^2n^2\approx2i\pi n(z-i\pi n)$. Therefore

$$\frac{z}{\sinh z}\approx\frac{(-1)^n\,(i\pi n)(2i\pi n)}{6(s+\lambda_n)}=\frac{2(-1)^{n+1}\lambda_n}{s+\lambda_n}.$$

For $r>0$ the inversion contour can be closed to the left, passing between poles. The density is then the sum of residues $2(-1)^{n+1}\lambda_ne^{-\lambda_nr}$, and integrating from $x$ upward gives

$$P(r>x)=2\sum_{n\ge1}(-1)^{n+1}e^{-\pi^2n^2x/6},\qquad x>0 .$$

The median is 0.83, below the mean, and the central 90% of snapshots lie between 0.33 and 2.24. The probability of finding more than twice the mean is 7.5%.

## 4. A lattice, and a second derivation

Now take $N$ sites with spacing $b$, $L=Nb$, and energy $\frac{\beta}{2b}\sum_j(x_{j+1}-x_j)^2$. The covariance of the displacements, mean removed, is $(kTb/\beta)\,C_{i-j}$. Here $C$ inverts the lattice Laplacian on the space of zero mean:

$$2C_j-C_{j+1}-C_{j-1}=\delta_{j0}-\frac1N,\qquad \sum_jC_j=0 .$$

The solution for $0\le j\le N$ is

$$C_j=C_0-\frac{j(N-j)}{2N},\qquad C_0=\frac{N^2-1}{12N}.$$

Indeed, the second difference of $-j(N-j)/(2N)$ is $1/N$, as required away from $j=0$. At $j=0$ the left side is $2(C_0-C_1)=(N-1)/N=1-1/N$. The constant $C_0$ follows from $\sum_jj(N-j)=N(N^2-1)/6$.

For Gaussian variables, $\langle x_i^2x_j^2\rangle-\langle x_i^2\rangle\langle x_j^2\rangle=2\langle x_ix_j\rangle^2$. Summing over both sites,

$$R=\frac{2N\sum_jC_j^2}{(NC_0)^2}=\frac{2\sum_jC_j^2}{NC_0^2}.$$

The power sums for $j=1,\dots,N-1$ give

$$\sum_j j^2(N-j)^2=\frac{N(N-1)}{30}\left[5N^2(2N-1)-15N^2(N-1)+(2N-1)(3N^2-3N-1)\right].$$

The bracket is $N^3+N^2+N+1=(N+1)(N^2+1)$, so the sum is $N(N^4-1)/30$. Because $\sum_jC_j=0$, the sum of squares of $C_j-C_0$ equals $\sum_jC_j^2+NC_0^2$. Hence

$$\sum_jC_j^2=\frac{N^4-1}{120N}-\frac{(N^2-1)^2}{144N}=\frac{(N^2-1)(N^2+11)}{720N},$$

$$R_N=\frac25\,\frac{N^2+11}{N^2-1}.$$

**Limits.** $N=3$ has a single wave pair, and $R_3=1$ agrees with Section 1. $N=2$ has one real amplitude $c$, for which $\mathrm{Var}(c^2)=2\langle c^2\rangle^2$, and $R_2=2$. For large $N$ the value falls to $2/5$, this time without Euler's product. On a lattice, then, $R$ does depend on length, but it tends to $2/5$ and not to zero.

## 5. Kinks instead of Gaussian slopes

An atomic step moves by whole kinks. As a solvable case, let every increment $\eta_i=x_{i+1}-x_i$ be $\pm1$, with equal numbers of each sign ($N$ even) and all orderings equally likely.

In Fourier space each increment amplitude is the displacement amplitude times $e^{iq}-1$, whose squared modulus is the Laplacian eigenvalue $4\sin^2(q/2)$. Therefore $w^2=\sum_{ij}M_{ij}\eta_i\eta_j$ with $M_{ij}=C_{i-j}/N$. The rows of $M$ sum to zero.

Averages over distinct indices follow from $\sum_i\eta_i=0$. Multiplying by one $\eta$ gives $1+(N-1)m_2=0$. Multiplying by three distinct ones gives $3m_2+(N-3)m_4=0$. So

$$m_2=-\frac1{N-1},\qquad m_4=\frac{3}{(N-1)(N-3)} .$$

The diagonal part of $w^2$ is the constant $C_0$, because $\eta_i^2=1$. Call the rest $Y$, and let $S=\sum_{i\ne j}M_{ij}^2$. In $\langle Y^2\rangle$, two index pairs may coincide, share one index, or share none:

$$\langle Y^2\rangle=2S+4m_2\left(\frac{C_0^2}{N}-S\right)+m_4\left(C_0^2-\frac{4C_0^2}{N}+2S\right).$$

The second bracket uses $\sum_{j\neq i}M_{ij}=-C_0/N$; the third is what remains of $(\sum_{i\ne j}M_{ij})^2=C_0^2$.

From Section 4, $\sum_{ij}M_{ij}^2=\frac1N\sum_jC_j^2=\frac{C_0^2}{5}[1+O(N^{-2})]$, so $S/C_0^2=\frac15-\frac1N$ to order $1/N$. To that order the first two terms of $\langle Y^2\rangle/C_0^2$ are $\frac25-\frac2N$ and $+\frac4{5N}$; the third, and $\langle Y\rangle^2/C_0^2$, are of order $1/N^2$. The mean is $\langle w^2\rangle=C_0+C_0/(N-1)$, and dividing by its square contributes $-\frac4{5N}$. The result is

$$R_{\rm kink}=\frac25-\frac2N+O(N^{-2}).$$

In this model the kinks change the approach to $2/5$, not the limit. The sign and size of the correction belong to this model: the coefficient of $1/N$ equals the excess kurtosis of one increment, which for $\pm1$ takes its smallest possible value, $-2$. Thermal kinks of any integer size, with weight $p^{|\eta|}$, have positive excess kurtosis and approach $2/5$ from above.

## 6. Neighbours restore self-averaging

Add a restoring energy $\frac c2\int(x-x_0)^2dy$ about a fixed line $x_0$. It defines a length $\xi=\sqrt{\beta/c}$. In $\mu_n$, $q_n^2$ becomes $q_n^2+\xi^{-2}$. With $u=L/(2\xi)$,

$$\mu_n=\frac{kTL}{4\beta}\,\frac1{\pi^2n^2+u^2}.$$

The logarithmic derivative of Euler's product gives

$$F(u)=\sum_{n\ge1}\frac1{\pi^2n^2+u^2}=\frac{u\coth u-1}{2u^2}.$$

Differentiating each term of the sum gives

$$\sum_{n\ge1}\frac1{(\pi^2n^2+u^2)^2}=-\frac{F'(u)}{2u}=\frac{u\coth u+u^2/\sinh^2u-2}{4u^4}.$$

Therefore

$$\langle w^2\rangle=\frac{kTL}{\beta}\,\frac{u\coth u-1}{4u^2},\qquad R=\frac{u\coth u+u^2/\sinh^2u-2}{(u\coth u-1)^2}.$$

**Short step, $L\ll\xi$.** With $u\coth u=1+\frac{u^2}3-\frac{u^4}{45}+\dots$ and $u^2/\sinh^2u=1-\frac{u^2}3+\frac{u^4}{15}+\dots$, the numerator is $\frac{2u^4}{45}$ and the denominator $\frac{u^4}9$. This returns $R=2/5$.

**Long step, $L\gg\xi$.** Here $\coth u\to1$, so $R\to1/u=2\xi/L$ and $\langle w^2\rangle\to kT\xi/(2\beta)$. The step behaves as roughly $L/\xi$ independent pieces, and the width self-averages.

For two straight, held neighbours at distance $d$ with repulsion $A/d^2$ per length, the energy is $A/(d-x)^2+A/(d+x)^2$. Each term has second derivative $6A/d^4$ at $x=0$. Thus $c=12A/d^4$ and $\xi=d^2\sqrt{\beta/(12A)}$.

## 7. An open window

An image shows a segment of a longer step, not a ring. If the step is long and free, its energy depends on slopes that are independent from place to place. The rest of the step then drops out, and the segment has free ends.

Expand $x-\bar x=\sum_{n\ge1}c_n\sqrt2\cos(\pi ny/L)$, so that $w^2=\sum_n c_n^2$ and $E=\frac{\beta L}2\sum_n(\pi n/L)^2c_n^2$. Each $c_n$ is one real Gaussian amplitude, with $\langle c_n^2\rangle=kTL/(\pi^2\beta n^2)$ and $\mathrm{Var}(c_n^2)=2\langle c_n^2\rangle^2$. Hence

$$\langle w^2\rangle=\frac{kTL}{6\beta},\qquad R=\frac{2\zeta(4)}{\zeta(2)^2}=\frac45 .$$

Self-averaging is again absent, and the ratio is twice as large because each wave has one random amplitude instead of two.

## 8. Numbers

Take $T=1170$ K, $\beta=0.30$ eV/nm, $b=0.40$ nm and $A=0.04$ eV nm. These are round parameters in the rough regime of single steps on hot Si(111), not a calculation of that surface. Then $kT=0.1008$ eV and $kT/\beta=0.336$ nm. For $L=1000$ nm on a ring,

$$\langle w^2\rangle=\frac{0.336\times1000}{12}\ \mathrm{nm^2}=28.0\ \mathrm{nm^2},$$

a root-mean-square width of 5.3 nm. The standard deviation of $w^2$ is $\sqrt{0.4}\times28.0=17.7$ nm².

| $L$ (nm) | $\langle w^2\rangle$ (nm²) | standard deviation of $w^2$ (nm²) |
|---:|---:|---:|
| 100 | 2.80 | 1.77 |
| 1000 | 28.0 | 17.7 |
| 10000 | 280 | 177 |

**Measuring the stiffness.** One snapshot has a relative standard deviation of 63% at each length. Averaging $M$ independent snapshots divides the variance by $M$, so 5% precision in $\langle w^2\rangle$ needs $M=0.4/0.05^2=160$. To first order in the error, $\beta=kTL/(12\langle w^2\rangle)$ then has the same relative precision. An open window needs twice as many snapshots, and 6 in place of 12 in the formula, provided only the mean is subtracted. If the tilt of a fitted straight line is subtracted as well, as is common with images, 15 takes the place of 12 and $R$ is about 0.39. Successive images count as independent only if the longest wave has relaxed between them. These counts apply to $w^2$ as the measured quantity, which is a poor route to $\beta$. On a ring each $q_n^2I_n$ is exponential with the same mean $kT/(\beta L)$, so averaging it over the first $K$ waves of one snapshot gives $kT/\beta$ to a relative precision $1/\sqrt K$. With waves longer than 10 nm, $K=L/(10\ \mathrm{nm})$: 10% at $L=1000$ nm, improving with length.

**Small scales.** At $L=1000$ nm, $N=2500$. The lattice shifts $R$ by $8\times10^{-7}$, and the $\pm1$ kink model by $-8\times10^{-4}$. Thermal kinks with weight $p^{|\eta|}$ and variance 0.84 have excess kurtosis 4.2 and shift it by about $+1.7\times10^{-3}$ instead; either way the shift is small. The mean squared slope over a length $\ell\ll L$ is close to $kT/(\beta\ell)$. Over one site it is 0.84, so the small-slope energy cannot be taken literally there. Over 10 nm it is 0.034, and waves shorter than 10 nm carry 0.6% of $\langle w^2\rangle$. The stiffness is thus best read as a property of pieces of about 10 nm or longer.

**The real case.** Two departures of real steps from the ring model can be estimated with the results above: open ends and neighbours. The ends move $R$ from 0.4 to 0.8 for an open window. The effect of neighbours depends on their distance, with the other parameters held fixed:

- At $d=500$ nm, $\xi$ is about $2\times10^5$ nm. Even at $L=10000$ nm, $R$ drops by about $1.5\times10^{-5}$, and the step counts as isolated.
- At $d=10$ nm, $\xi$ is about 79 nm. For held neighbours and a harmonic repulsion, as in Section 6, $R$ on a ring is about 0.15 at $L=1000$ nm and 0.016 at 10000 nm, while the width levels off near 3.6 nm.

The second case shows the trend, but its numbers should not be used for real steps. The width is a third of the distance to the neighbours, too much for the harmonic form: with the full repulsion between held neighbours, the width is about 2.8 nm and $R$ about 0.006 at $L=10000$ nm. Real neighbours also move, and a common shift of all steps costs no repulsion, which weakens the confinement of long waves. If all steps of a very large train move and nearest neighbours repel harmonically, $R$ is about 0.21 at 1000 nm and 0.075 at 10000 nm. The width then does not level off: it is about 3.7 nm and 5.3 nm at these lengths and keeps growing slowly. In a train of few steps the free common shift takes over at large $L$: for 20 steps, repeated periodically, $R$ is about 0.12 at 10000 nm and 0.31 at $10^5$ nm, on its way back to $2/5$. Finally, steps cannot cross. A free step wanders by $d$ over a length $d^2\beta/kT$, about 300 nm here, or roughly four times $\xi$. Growth, pinning by defects and incomplete equilibration lie outside the model. The numerical output lists the values for the ring, for the open window with its mean removed, and for held neighbours with harmonic repulsion.

## Computed values

```
temperature T = 1170 K
stiffness beta = 0.30 eV/nm
site spacing b = 0.40 nm
repulsion strength A = 0.040 eV nm
thermal energy kT = 0.10082 eV
kT/beta = 0.33608 nm
R from mode sums = 0.40000000 (no unit)
R from real-space quadrature = 0.40000000 (no unit)
L = 100 nm: <w2> = 2.801 nm^2, sqrt<w2> = 1.674 nm
L = 100 nm: std of w2 = 1.771 nm^2, R = 0.400000
L = 1000 nm: <w2> = 28.006 nm^2, sqrt<w2> = 5.292 nm
L = 1000 nm: std of w2 = 17.713 nm^2, R = 0.400000
L = 10000 nm: <w2> = 280.063 nm^2, sqrt<w2> = 16.735 nm
L = 10000 nm: std of w2 = 177.128 nm^2, R = 0.400000
relative std of one snapshot = 0.6325 (no unit)
5 percent point of r = 0.3283 (no unit)
50 percent point of r = 0.8327 (no unit)
95 percent point of r = 2.2426 (no unit)
P(r > 2) = 0.07451 (no unit)
independent snapshots for 5 percent = 160
share of n = 1 in <w2> = 0.6079 (no unit)
share of n = 1 in Var(w2) = 0.9239 (no unit)
sampled, N = 64: R = 0.4018, energy relative variance = 0.03236
sampled, N = 256: R = 0.3925, energy relative variance = 0.00775
sites N at L = 1000 nm = 2500
lattice shift of R = 7.68e-07 (no unit)
kink-model shift of R = -7.99e-04 (no unit)
mean squared slope over one site = 0.840 (no unit)
mean squared slope over 10 nm = 0.0336 (no unit)
share of <w2> from waves below 10 nm = 0.00605 (no unit)
open window, 400 sites: R = 0.80002 (no unit)
open window: <w2>/(kT L/beta) = 0.16667 (no unit)
neighbours at 500 nm: xi = 197642.4 nm, collision length = 743879.4 nm
  L = 1000 nm: R = 0.400000, R - 2/5 = -1.46e-07, sqrt<w2> = 5.292 nm
  L = 10000 nm: R = 0.399985, R - 2/5 = -1.46e-05, sqrt<w2> = 16.735 nm
neighbours at 10 nm: xi = 79.1 nm, collision length = 297.6 nm
  L = 1000 nm: R = 0.152554, R - 2/5 = -2.47e-01, sqrt<w2> = 3.344 nm
  L = 10000 nm: R = 0.015807, R - 2/5 = -3.84e-01, sqrt<w2> = 3.616 nm
```
